\section*{Decay of Dimer-Induced Strain Below Si(001) in the Keating Model}

\section{Layers that move rigidly up and down}

Let every atom in a layer of an Si(001) crystal move vertically by the same amount. How far does such a disturbance of the surface reach? With one number per layer, the answer takes a few lines.

The Keating energy is
\begin{equation}
E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\Big(\mathbf r_1\!\cdot\!\mathbf r_2+\frac{d^2}{3}\Big)^2 ,
\label{keating}
\end{equation}
with each bond and each angle counted once, and $\mathbf r_1,\mathbf r_2$ pointing from the vertex atom to two neighbours. For cubic lattice constant $a_0$, the layer spacing is $h=a_0/4$. With $x,y$ along the two $\langle110\rangle$ surface directions and $z$ outward, an atom has two neighbours above and two below. One pair lies at $(\pm p,0)$ in the surface plane, the other at $(0,\pm p)$, with $p=\sqrt2\,h$; hence $d^2=p^2+h^2=3h^2$.

A uniform strain $e$ along $z$ fixes the meaning of the prefactors. Each bond has $r^2-d^2=2eh^2$ to first order, and each of the six angle products changes by $\pm2eh^2$. With two bonds per atom, the energy per atom is
\[
\frac{3}{8d^2}\,4e^2h^4(2\alpha+6\beta)=(\alpha+3\beta)h^2e^2 .
\]
Dividing by the atomic volume $8h^3$ and equating to $\frac12C_{11}e^2$ gives $C_{11}=(\alpha+3\beta)/a_0$. For equal strain along all axes the changes are $2ed^2$ and $-2ed^2/3$. The energy per atom is $(3\alpha+\beta)d^2e^2$, the density is $\frac32(3\alpha+\beta)e^2/a_0=\frac32(C_{11}+2C_{12})e^2$, and so $C_{12}=(\alpha-\beta)/a_0$.

Now let layer $n$, counted downward, rise by $z_n$, and put $\delta_n=z_{n+1}-z_n$. To first order a bond term changes by $2\mathbf r\cdot\Delta\mathbf u$ and an angle term by $\mathbf r_1\cdot\Delta\mathbf u_2+\mathbf r_2\cdot\Delta\mathbf u_1$, where $\Delta\mathbf u$ is the neighbour's displacement minus the vertex's. In units of $h$, these changes are
\begin{itemize}
\item two downward bonds: $-2\delta_n$ each;
\item the angle between the lower neighbours: $-2\delta_n$; between the upper ones: $-2\delta_{n-1}$;
\item four angles between an upper and a lower neighbour: $\delta_n+\delta_{n-1}$ each.
\end{itemize}
The common factor is $3h^2/8d^2=1/8$. Collecting terms, per atom of a layer,
\[
E=\tfrac12\sum_n\big[2(\alpha+\beta)\delta_n^2+\beta(\delta_n+\delta_{n-1})^2\big].
\]
If no net vertical force acts on the surface, $\partial E/\partial\delta_n=0$ in the interior:
\[
2(\alpha+\beta)\delta_n+\beta(2\delta_n+\delta_{n-1}+\delta_{n+1})=0 .
\]
Inserting $\delta_n\propto\mu^n$ gives
\begin{equation}
\mu+\frac1\mu=-\frac{2(\alpha+2\beta)}{\beta}.
\label{mu}
\end{equation}
For $\alpha=48$ and $\beta=14$~N/m the right side is $-10.86$, and the decaying root is $\mu=-0.0929$. The disturbance changes sign and loses nine tenths of its size in each layer.

\section{Where one factor per layer fails}

It is tempting to treat dimerisation in the same way: relax a slab, plot the energy of each layer, and fit one exponential. With the parameters above, layers 1 to 7 hold 76, 448, 98, 40, 10.4, 0.41 and 1.27~meV per dimer. The second layer holds more than the first, and the seventh more than the sixth. The slope of a fit would depend on which layers were included.

A second shortcut uses isotropic elasticity. The static equation
$(\Lambda+G)\nabla(\nabla\cdot\mathbf u)+G\nabla^2\mathbf u=0$, with Lam\'e constants $\Lambda,G$, has divergence $\nabla^2(\nabla\cdot\mathbf u)=0$. Applying $\nabla^2$ to the equation itself then gives $\nabla^4\mathbf u=0$. For lateral wavenumber $k$ the decaying solutions are $e^{-k\zeta}$ and $\zeta e^{-k\zeta}$ at depth $\zeta$. Dimers repeat every $4p$, so $k=\pi/2p$ and the length is $2p/\pi=0.122$~nm. This is less than one layer spacing, 0.136~nm, so a continuum has no claim to hold.

Both shortcuts ignore what moves in each layer. A better scheme finds those coordinates first, obtains the decay from the bulk lattice, and leaves to the numerical relaxation what depends on the surface: the amplitude.

\section{One alternating coordinate per layer}

Place the atoms of the $2\times1$ cell, of size $4p\times2p$, at
\[
\begin{array}{ll}
\text{layer 1: }(0,0),(2p,0); & \text{layer 2: }(0,p),(2p,p);\\
\text{layer 3: }(p,p),(3p,p); & \text{layer 4: }(p,0),(3p,0);
\end{array}
\]
repeating every four layers. The dimer joins the two atoms of layer 1 across $x=p$.

Every atom lies on one of the mirror planes $y=0$ and $y=p$, so $u_y=0$. The mirror $x=p$ exchanges the two atoms in layers 1 and 2. Their $u_x$ are opposite and their $u_z$ equal. In layers 3 and 4 each atom lies on a mirror plane, $x=p$ or $x=3p$, so $u_x=0$, but the two heights may differ. Each layer thus has a mean height change and one alternating amplitude $w_n$:
\begin{itemize}
\item layers 1, 2 (mod 4): $u_x=+w$ at $x=0$ and $-w$ at $x=2p$;
\item layers 3, 4 (mod 4): $u_z=-w$ at $x=p$ and $+w$ at $x=3p$, relative to the mean.
\end{itemize}
A shift by $2p$ along $x$ is a symmetry of the bulk. It preserves the mean part and reverses the alternating part, so the two do not mix in the quadratic energy.

Call the amplitudes of an $x$-moving pair $a$ (upper) and $b$ (lower), those of the next pair $c$ and $d_z$, and that of the layer just above $a$ $D$. Put $A=\sqrt2a$, $B=\sqrt2b$. Take the bonds from $b$ to $c$ as a sample. From the atom at $x=0$, $\mathbf r=(\pm p,0,-h)$ and $\Delta\mathbf u=(-b,0,\mp c)$, so
\[
2\mathbf r\cdot\Delta\mathbf u=\mp2(pb-hc)=\mp2h(B-c).
\]
The two bonds contribute $8\alpha(B-c)^2$ before the factor $1/8$. The same substitution in every term gives:
\begin{align*}
\text{bonds }D\text{--}a,\;c\text{--}d_z:&\quad 8\alpha(A+D)^2,\;8\alpha(c-d_z)^2\\
\text{bonds }a\text{--}b:&\quad 0\quad(\Delta\mathbf u\perp\mathbf r)\\
\text{angles at }a:&\quad 4\beta(A-B-D)^2\\
\text{angles at }b:&\quad 4\beta(A-B-c)^2\\
\text{angles at }c:&\quad 4\beta[(B+c)^2+(c-d_z)^2+d_z^2]\\
\text{angles at }d_z:&\quad 4\beta[(c-d_z)^2+(A'-d_z)^2+c^2]
\end{align*}
Here $A'$ belongs to the next $x$-pair. At $a$ and $b$ just the four mixed angles survive: the up-up and down-down products cancel or vanish. At $c$ and $d_z$ the three entries are the up-up, down-down and mixed angles.

Thus $E=\frac12F$ per atom of a layer. The part of $F$ containing one $x$-pair is
\begin{align}
Q={}&\beta(A-B-c)^2+\beta(A-B-D)^2+2\alpha(B-c)^2\nonumber\\
&+\beta(B+c)^2+2\alpha(A+D)^2+\beta(A-D)^2,
\end{align}
and each $z$-pair adds $2(\alpha+\beta)(c-d_z)^2+\beta(c^2+d_z^2)$.

\section{Eliminating the horizontal motion}

Setting $\partial Q/\partial A$ and $\partial Q/\partial B$ to zero gives
\begin{align*}
(2\alpha+3\beta)A-2\beta B&=\beta c-2(\alpha-\beta)D\equiv g_A,\\
(2\alpha+3\beta)B-2\beta A&=2(\alpha-\beta)c-\beta D\equiv g_B .
\end{align*}
Their sum and difference decouple:
\begin{equation}
A+B=\frac{(2\alpha-\beta)(c-D)}{2\alpha+\beta},\qquad
A-B=\frac{(3\beta-2\alpha)(c+D)}{2\alpha+5\beta}.
\label{ab}
\end{equation}
At the minimum a quadratic form equals its constant part minus $g_AA+g_BB$. The constant part is $2(\alpha+\beta)(c^2+D^2)$. Since
\[
g_AA+g_BB=\tfrac12[(g_A+g_B)(A+B)+(g_A-g_B)(A-B)],
\]
\[
Q_{\min}=2(\alpha+\beta)(c^2+D^2)-\tfrac12U(c-D)^2-\tfrac12V(c+D)^2,
\]
\[
U=\frac{(2\alpha-\beta)^2}{2\alpha+\beta},\qquad V=\frac{(2\alpha-3\beta)^2}{2\alpha+5\beta}.
\]
Number the four-layer periods by $m$, so that $D=d_{m-1}$ (the subscripted $d_m$ is the $z$-amplitude). Adding the $z$-pair energy leaves
\[
F=\sum_m\big[M(c_m^2+d_m^2)-2Kc_md_m+2Jd_{m-1}c_m\big],
\]
\[
M=4\alpha+5\beta-\tfrac12(U+V),\quad K=2(\alpha+\beta),\quad J=\tfrac12(U-V).
\]
Stationarity, with a factor $\lambda$ per period, reads
\[
Mc=(K-J/\lambda)d_z,\qquad Md_z=(K-J\lambda)c .
\]
Multiplying the two and cancelling $cd_z$,
\begin{equation}
\lambda+\frac1\lambda=\frac{K^2+J^2-M^2}{KJ}.
\label{lambda}
\end{equation}
The roots are reciprocal, so at most one decays. To see that one does, expand $U=2\alpha-3\beta+4\beta^2/(2\alpha+\beta)$. Then
\[
M-K-J=2\alpha+3\beta-U=6\beta-\frac{4\beta^2}{2\alpha+\beta}>0 .
\]
When $J>0$, for which $2\alpha>3\beta$ suffices, the right side of \eqref{lambda} lies below $-2$. The decaying root is then real and negative, and the pattern reverses every four layers.

For the example, in N/m, $U=61.13$, $V=17.57$, $M=222.65$, $K=124$, $J=21.78$. The right side is $-12.49$ and $\lambda=-0.0806$. The profile follows from $d_z/c=M/(K-J/\lambda)=0.565$ and \eqref{ab}: $a:b:c:d_z=2.80:1.42:1:0.565$. The mean factor per layer, $|\lambda|^{1/4}=0.533$, is an average over this uneven profile.

The limit of weak angle forces is instructive. For $\beta\to0$, $J\to4\beta$, $M-K-J\to6\beta$ and $M+K+J\to4\alpha$, so
\[
\lambda+\frac1\lambda+2=-\frac{(M-K-J)(M+K+J)}{KJ}\to-\frac{24\alpha\beta}{8\alpha\beta}=-3 ,
\]
and $\lambda\to(-5+\sqrt{21})/2=-0.209$. The alternating mode keeps a finite reach, whereas \eqref{mu} gives $\mu\to-\beta/2\alpha\to0$.

\section{Relaxing the surface}

Equation \eqref{lambda} cannot supply the amplitude, which is set by the forces at the surface. Nor is a linear calculation enough there, because the dimer bond is far from its rest length at the start: $2p=0.384$~nm against $d=0.235$~nm. The full quartic energy is needed. The model gives the dimer bond rest length $d$ and stiffness $\alpha$, and its angles the tetrahedral rest value and $\beta$. Without dimer bonds the ideal slab has zero energy, so all stored energy comes from dimerisation. The electronic energy gained by forming the bond is not included.

Every term has the form $\kappa g^2$, where $\kappa$ is its prefactor in \eqref{keating}, $g=\mathbf r_1\cdot\mathbf r_2-t$, $\mathbf r_1=\mathbf x_j-\mathbf x_i+\mathbf s_1$ and $\mathbf r_2=\mathbf x_k-\mathbf x_i+\mathbf s_2$. The $\mathbf s$ are lattice translations. A bond has $j=k$ and $t$ equal to its squared rest length; an angle has $t=-d^2/3$. The product rule gives
\[
\nabla_jg=\mathbf r_2,\quad\nabla_kg=\mathbf r_1,\quad\nabla_ig=-(\mathbf r_1+\mathbf r_2),
\]
with the first two added for a bond, and
\[
\nabla E=2\sum\kappa g\nabla g,\qquad
H=2\sum\kappa(\nabla g\,\nabla g^{T}+g\nabla^2g).
\]
The matrix $\nabla^2g$ is constant.

A plain Newton step $-H^{-1}\nabla E$ trusts a quadratic model. Far from the minimum $H$ may be indefinite, through the $g\nabla^2g$ term, or the step may overshoot. The scheme is therefore:
\begin{enumerate}
\item Clamp the two bottom layers at bulk positions, since forces reach two layers. Start with the dimer atoms moved towards each other.
\item Solve $(H+\eta I)\mathbf q=-\nabla E$, raising $\eta$ until the matrix is positive definite and the energy does not rise beyond rounding.
\item Lower $\eta$ after each accepted step, and stop when the residual force is negligible.
\item Give half of each bond energy to each end, and each angle energy to its vertex.
\item Read the decay over four layers, from $w_{n+4}/w_n$.
\end{enumerate}
In a 32-layer slab the lowest eigenvalue of $H$ at the solution is 1.41~eV/nm$^2$. The symmetric dimer is therefore a minimum of this model against displacements with the $2\times1$ period.

\section{Reading the relaxed slab}

The dimer closes to 0.2435~nm, 3.6\% above its rest length. The elastic energy is 0.674~eV per dimer, or 0.367~J/m$^2$.

The large share of layer 2 comes from one term. With $w_1,w_2,w_3=70.2,\,11.8,\,12.8$~pm,
\[
A-B-c=\sqrt2(70.2-11.8)-12.8=69.8\ \text{pm}.
\]
In the quadratic energy, which is only approximate for displacements this large, the angles at the two layer-2 atoms store $2\times\frac12\beta(A-B-c)^2=14\times(69.8\times10^{-12})^2$~J, about 0.43~eV, out of 0.448~eV. The dimer atoms swing sideways on back bonds that, to first order, do not stretch. The bending is charged to the atoms beneath.

The rise from layer 6 to layer 7 follows from the mode profile. With $c=1$, $A=3.96$ and $B=2.01$, the energies per dimer in N/m times $c^2$ are
\begin{align*}
E_6&\propto\beta(A-B-c)^2+\alpha(B-c)^2\approx61,\\
E_7&\propto\alpha(B-c)^2+\beta(B+c)^2+(\alpha+\beta)(c-d_z)^2+\beta d_z^2\approx192 .
\end{align*}
Their ratio, 3.1, matches $1.267/0.406$. The up-up angle term $\beta(B+c)^2$ provides most of $E_7$.

Over four layers the decay is regular. The nonlinear slab gives $w_{15}/w_{11}=-0.0806$, equal to $\lambda$ to the digits printed, and $E_{13}/E_9=0.0065=\lambda^2$. The amplitude decay length is $a_0/\ln(1/|\lambda|)=0.216$~nm, and that of the energy is half this, 0.108~nm. The amplitude length is 1.8 times the isotropic continuum value. That comparison changes both anisotropy and discreteness, so it does not separate them.

The mean height does not follow $\mu$ at depth. Its equation has a source quadratic in $w$, which falls by $\lambda^2=0.0065$ per four layers, while the free solution falls by $\mu^4\approx7\times10^{-5}$. The source wins. Between layers 9 and 13 the slab gives a factor within 1\% of $\lambda^2$; the small remaining difference is at the level of the relaxation tolerance.

By depth, 22\% of the energy lies below layer 2 and 1.8\% below layer 4. Five layers are needed to hold 99\%. These shares depend on the partition rule; $\lambda$ does not.

The mode also sets the slab thickness. Clamping costs an energy proportional to $w^2$ at the clamp, so eight extra layers should reduce the error by $\lambda^4\approx4.2\times10^{-5}$. Relative to 32 layers, the energy is too high by $6.4\times10^{-6}$~eV with 12 layers and $2.7\times10^{-10}$~eV with 20, a ratio of $4.2\times10^{-5}$.

\section{What survives in real silicon}

The parameters are rough values for silicon, and give $C_{11}=166$ and $C_{12}=63$~GPa, close to the real crystal. Changing $\beta$ by $-20\%$ or $+20\%$ at fixed $\alpha$ moves $\lambda$ to $-0.094$ or $-0.069$. The uncertainty for the real crystal is larger. Elastic constants test long waves, whereas $\lambda$ belongs to a lateral wavelength of only $4p$. At the zone-boundary point X the model's transverse acoustic frequency is 7.8~THz, against a measured value of about 4.5~THz. Lowering $\beta$ to 4.6~N/m at fixed $\alpha$ would match that frequency and give $\lambda=-0.14$, but would spoil the elastic constants. The value $-0.0806$ is therefore a property of the model, and only a rough guide to silicon. The surface parameters are less secure still: the most distorted angle is 98.3$^\circ$ instead of 109.5$^\circ$, well outside the small-strain range that fixes $\alpha$ and $\beta$. A dimer rest length 5\% greater lowers the energy to 0.589~eV; halving the stiffness of the dimer angles instead gives 0.652~eV. In both cases $\lambda$ stays at $-0.0806$, as a bulk property should.

Real silicon also breaks the assumed symmetry. Its dimers are buckled, with a height difference of roughly 0.07~nm. At room temperature they flip rapidly between the two tilts; at low temperature the tilt freezes, alternating along the row. Imposing this in a $2\times2$ cell of 16 layers, with mean dimer height held fixed, raises the elastic energy to 1.54~eV per dimer. Real buckling is driven by electronic energy, which is absent here. Layer 3 hardly changes, at 97~meV, but layer 9 rises from 0.067 to 1.0~meV, a factor of 15.

That rise is a warning about constraints, not a deeper reach of the pattern. Holding the mean height fixed takes a net vertical force, here $f=2.07$~eV/nm per dimer, which every layer must pass on to the clamp. The resulting uniform strain stores $f^2/8(\alpha+3\beta)\approx0.96$~meV per dimer in each deep layer, nearly all of the 1.0~meV. These numbers depend on the slab thickness: with 24 layers the same constraint takes only 1.35~eV/nm, and layer 9 holds 0.46~meV. If the tilt is kept but the mean height is free, the force vanishes, the total is 1.525~eV and layer 9 holds only 0.061~meV. The alternating tilt has wavenumber $\pi/2p$ along both $x$ and $y$, so its lateral wavelength, $2\sqrt2\,p$, is shorter than the $4p$ of the dimer pattern. It decays faster, by a factor 0.019 per four layers, and the tail is again governed by \eqref{lambda}. The $2\times2$ cell keeps neighbouring rows in phase. In the $c(4\times2)$ order usually observed they are in antiphase, and the tilt contains the longer wave $(\pi/4p,\pi/2p)$; its bulk factor is complex, of modulus 0.023 per four layers, so the conclusion is unchanged.

Temperature sets another scale. An Einstein estimate, with neighbours held fixed, gives 4.5~pm rms motion per axis at 300~K. It is a low estimate: letting the neighbours move, through the full phonon spectrum of the model, gives about 6.5~pm. From layer 5 downward the static alternating displacement, 2.9~pm or less, is smaller than this. It remains a shift of the mean positions, visible in an average over many cells, but the position of a single atom at one instant would not reveal it. The numerical output lists the displacements and energies through layer 12.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 0.543 nm; alpha 48.0 N/m; beta 14.0 N/m
bond length d 0.2351 nm; layer spacing h 0.1358 nm; surface period 0.3840 nm
C11 165.7 GPa; C12 62.6 GPa (from strained layers)
slab layers 32, of which clamped 2; lowest Hessian eigenvalue 1.409 eV/nm^2
relaxed dimer length 0.2435 nm
elastic energy per dimer 0.6745 eV = 0.3665 J/m^2
bond strain: minimum -1.43 %, maximum 3.58 %
most distorted angle 98.29 deg (ideal 109.47 deg)
layer: alternating w (pm), mean dz (pm), energy/dimer (meV), cumulative (%)
  1:       70.21       -12.2       76.04   11.27359
  2:       11.83      -0.799       448.1   77.70606
  3:       12.79      -0.711       97.69   92.18957
  4:       7.223      -0.367       40.25   98.15648
  5:       -2.88     -0.0256       10.42   99.70122
  6:      -1.461    -0.00808      0.4061   99.76142
  7:      -1.029    -0.00433       1.267   99.94928
  8:     -0.5813     -0.0024      0.2616   99.98807
  9:      0.2324   -0.000164     0.06741   99.99806
 10:      0.1177   -5.28e-05    0.002639   99.99845
 11:     0.08295   -2.81e-05    0.008226   99.99967
 12:     0.04685   -1.56e-05      0.0017   99.99992
energy below layer 2: 22.29 %; below layer 4: 1.844 %
layers needed for 99 % of the energy: 5
lambda per 4 layers: formula -0.080605, slab -0.080605
geometric mean amplitude factor per layer 0.5328
energy factor per 4 layers: lambda^2 0.006497, slab 0.006497
mode profile a,b,c,d (c=1): formula 2.8012 1.4194 1.0000 0.5648
mode profile, slab layers 13-16:    2.8012 1.4194 1.0000 0.5648
uniform mode mu per layer: formula -0.092900, linear response -0.092900
deep mean-height factor per 4 layers, slab 0.006440
amplitude decay length 0.2156 nm; energy decay length 0.1078 nm
isotropic continuum amplitude decay length 0.1222 nm
lambda with beta times 0.8: -0.09447
lambda with beta times 1.2: -0.06914
energy shift, 12 to 32 layers -6.42e-06 eV; 20 to 32 -2.71e-10 eV
layer-5 amplitude shift, 12 to 32 layers -1.35e-03 pm
rest length +5%: energy 0.5890 eV, layer-3 w 11.681 pm, lambda -0.08061
dimer angle stiffness halved: energy 0.6524 eV, layer-3 w 13.228 pm, lambda -0.08061
imposed buckling 0.07 nm (rough): elastic energy per dimer 1.5393 eV
layer 3 energy per dimer: flat 97.69 meV, buckled 97.45 meV
layer 5 energy per dimer: flat 10.42 meV, buckled 10.84 meV
layer 9 energy per dimer: flat 0.06741 meV, buckled 1.003 meV
Einstein rms motion per axis at 300 K: 4.46 pm
\end{verbatim}
